**Basis counts and linear-cost evaluation in the atomic cluster expansion**

For S elements, correlation order ν (body order ν + 1) and total degree at most D, the number of invariants grows at large D as S^ν D^(3ν−3) for ν ≥ 2, with a derived prefactor. The program counts products by degree, magnetic number and parity, and asserts that the ν-th finite difference in S equals an independently computed count of ordered products or invariants. It also asserts that the order-3 count at D = 7, S = 2 equals the numerical rank of group-averaged products on random neighbourhoods: 126 with inversion and 128 with rotations alone. Extrapolated ordered counts agree with the large-degree law within 2 % for orders 2 to 4, but at D = 12 and S = 8 the exact order-3 count is still 2.3 times the leading term. Instrumented arithmetic gives a density-route cost of 91J + 4816 operations for J neighbours in the example, excluding evaluation of the one-particle functions. The explicit cluster sum gives the same energy, and its operation count grows by a factor 7.2 when J doubles from 8 to 16. Gradients from a reverse pass are asserted to match finite differences of the energy.

## Numerical check

```python
"""Size and cost of an atomic cluster expansion (ACE).

One-particle functions phi_nlm = R_n(r) Y_lm, n >= 1, have degree n + l.
A_znlm is the sum of phi_nlm over neighbours of element z. Products of
'order' factors A (body order = order + 1) are kept up to total degree D.
S = number of elements, J = number of neighbours, one central element.
Results under test, for large D:
  products   -> (2S)^order D^(3 order) / (order! (3 order)!)
  invariants -> p C S^order D^(3 order-3) / (order! (3 order-3)!), order >= 2
  C = 2^order Gamma(order-3/2) / (8 sqrt(pi) Gamma(order)),
  p = 1 for order 2 and 1/2 above; and evaluation cost is linear in J.
Lengths are in units of the cutoff radius.
"""
import itertools
from math import comb, factorial, gamma, pi, sqrt
import numpy as np
from scipy.signal import fftconvolve
from scipy.special import lpmv

rng = np.random.default_rng(7)


def function_labels(max_degree):
    """All (n, l, m), sorted by degree n + l."""
    return [(d - l, l, m) for d in range(1, max_degree + 1)
            for l in range(d) for m in range(-l, l + 1)]


def count_multisets(S, D, max_order):
    """Count products one function at a time, resolved by degree, M, parity.

    Returns cumulative counts [order, degree]: all products, invariants
    even under inversion, and rotation invariants odd under inversion.
    """
    c = np.zeros((max_order + 1, D + 1, 2 * D + 1, 2), dtype=np.int64)
    c[0, 0, D, 0] = 1
    for n, l, m in function_labels(D):
        d = n + l
        for _ in range(S):
            for order in range(1, max_order + 1):
                source = np.roll(c[order - 1, :D + 1 - d], m, axis=1)
                if l % 2:
                    source = source[:, :, ::-1]
                c[order, d:] += source
    scalar = c[:, :, D, :] - c[:, :, D + 1, :]
    return (np.cumsum(c.sum(axis=(2, 3)), axis=1),
            np.cumsum(scalar[:, :, 0], axis=1),
            np.cumsum(scalar[:, :, 1], axis=1))


def ordered_invariants(order, D):
    """Invariants with distinguishable factors, one element."""
    one = np.zeros((D + 1, 2 * D + 1))
    for l in range(D + 1):
        one[l, D - l:D + l + 1] = 1
    g = one.copy()
    for _ in range(order - 1):
        g = np.rint(fftconvolve(g, one))[:D + 1, D:3 * D + 1]
    scalar = g[:, D] - g[:, D + 1]
    return sum(int(scalar[s]) * comb(D - s, order)
               for s in range(0, D + 1, 2))


def ordered_products(order, D):
    """Series coefficient for distinguishable factors, one element."""
    return sum(comb(order, k) * comb(D - order - k + 3 * order, 3 * order)
               for k in range(order + 1) if D - order - k >= 0)


def invariant_constant(order):
    C = 2**order * gamma(order - 1.5) / (8 * sqrt(pi) * gamma(order))
    return C * (1.0 if order == 2 else 0.5) / factorial(3 * order - 3)


# ---- counting: dependence on the number of elements ----
test_D = 9
by_S = [count_multisets(S, test_D, 4) for S in range(6)]
for order in range(1, 5):
    for kind, ordered in ((0, ordered_products), (1, ordered_invariants)):
        values = [int(by_S[S][kind][order, test_D]) for S in range(order + 2)]
        differences = np.diff(values, n=order)
        assert np.all(differences == ordered(order, test_D))
for S in range(1, 6):
    assert by_S[S][1][1, test_D] == S * test_D

# ---- counting: large-degree laws ----
print("Large-degree constants a in invariants = a S^order D^(3 order-3):")
for order in (2, 3, 4):
    a = invariant_constant(order)
    r20, r40, r80 = [ordered_invariants(order, D) / (a * D**(3 * order - 3))
                     for D in (20, 40, 80)]
    t1, t2 = 2 * r40 - r20, 2 * r80 - r40
    limit = (4 * t2 - t1) / 3
    # three-point extrapolation leaves a third-order remainder in 1/D
    assert abs(limit - 1) < 0.02
    print(f" order {order}: a = {a / factorial(order):.5e}; ordered count/law"
          f" at D=80: {r80:.4f}, extrapolated: {limit:.4f}")
for order in (1, 2, 3, 4):
    law = 2**order * 1000**(3 * order) / factorial(3 * order)
    assert abs(ordered_products(order, 1000) / law - 1) < 0.01
large = count_multisets(1, 30, 3)[1]
excess = [6 * int(large[3, D]) / ordered_invariants(3, D) - 1
          for D in (15, 30)]
assert 0 < excess[1] < excess[0] / 2 and excess[1] < 0.1
print("Excess of 3! x unordered over ordered invariants, order 3, S=1:")
print(f" D=15: {excess[0]:.4f}, D=30: {excess[1]:.4f}")

# ---- fixed one-particle set: multiset formula ----
for K, order in ((6, 4), (9, 3)):
    listed = sum(1 for _ in itertools.combinations_with_replacement(
        range(K), order))
    assert listed == comb(K + order - 1, order)


# ---- functions of real neighbour positions ----
def one_particle(positions, labels):
    x, y, z = np.moveaxis(positions, -1, 0)
    r = np.sqrt(x * x + y * y + z * z)
    cos_t, azimuth = z / r, np.arctan2(y, x)
    radial, angular = {}, {}
    out = np.empty(r.shape + (len(labels),), dtype=complex)
    for i, (n, l, m) in enumerate(labels):
        if n not in radial:
            poly = np.polynomial.legendre.legval(2 * r - 1,
                                                 [0] * (n - 1) + [1])
            radial[n] = poly * (1 - r)**2
        if (l, m) not in angular:
            k = abs(m)
            norm = sqrt((2 * l + 1) / (4 * pi)
                        * factorial(l - k) / factorial(l + k))
            angular[l, m] = (norm * lpmv(k, l, cos_t)
                             * np.exp(1j * m * azimuth))
        out[..., i] = radial[n] * angular[l, m]
    return out


def random_positions(shape):
    v = rng.normal(size=shape + (3,))
    v /= np.linalg.norm(v, axis=-1, keepdims=True)
    return v * rng.uniform(0.3, 0.95, size=shape + (1,))


def allowed_products(degrees, max_order, D):
    """Non-decreasing index tuples by order; degrees must be sorted."""
    levels = [[(a,) for a, d in enumerate(degrees) if d <= D]]
    for _ in range(max_order - 1):
        new = []
        for p in levels[-1]:
            used = sum(degrees[a] for a in p)
            for a in range(p[-1], len(degrees)):
                if used + degrees[a] > D:
                    break
                new.append(p + (a,))
        levels.append(new)
    return levels


# ---- rank of group-averaged products equals the invariant count ----
rank_D, rank_S, rank_order = 7, 2, 3
all_c, even_c, odd_c = count_multisets(rank_S, rank_D, rank_order)
n_even = int(even_c[rank_order, rank_D])
n_odd = int(odd_c[rank_order, rank_D])
labels = function_labels(rank_D - rank_order + 1)
slots = [(f, z) for f in range(len(labels)) for z in range(rank_S)]
degrees = [labels[f][0] + labels[f][1] for f, z in slots]
triples = np.array(allowed_products(degrees, rank_order, rank_D)[-1])
assert len(triples) == all_c[rank_order, rank_D]
n_configs = n_even + n_odd + 40
configs = random_positions((n_configs, 8))
nodes, weights = np.polynomial.legendre.leggauss(3)
averages = []
for sign in (1, -1):
    mean = np.zeros((n_configs, len(triples)), dtype=complex)
    for cb, w in zip(nodes, weights):
        sb = sqrt(1 - cb * cb)
        tilt = np.array([[cb, 0, sb], [0, 1, 0], [-sb, 0, cb]])
        for i, j in itertools.product(range(5), repeat=2):
            turns = []
            for angle in (2 * pi * i / 5, 2 * pi * j / 5):
                c, s = np.cos(angle), np.sin(angle)
                turns.append(np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]]))
            rotation = sign * turns[0] @ tilt @ turns[1]
            phi = one_particle(configs @ rotation.T, labels)
            A = np.stack([phi[:, z::rank_S].sum(axis=1)
                          for z in range(rank_S)], axis=-1)
            A = A.reshape(n_configs, -1)
            mean += (w / 50) * (A[:, triples[:, 0]] * A[:, triples[:, 1]]
                                * A[:, triples[:, 2]])
    averages.append(mean)


def numerical_rank(matrix):
    s = np.linalg.svd(matrix, compute_uv=False)
    return int(np.sum(s > 1e-11 * s[0]))


rank_proper = numerical_rank(averages[0])
rank_full = numerical_rank((averages[0] + averages[1]) / 2)
assert n_odd > 0
assert rank_proper == n_even + n_odd
assert rank_full == n_even
print(f"Rank test, order {rank_order}, D={rank_D}, S={rank_S}:"
      f" {len(triples)} products")
print(f" rank with inversion {rank_full} (count {n_even}),"
      f" rotations only {rank_proper} (count {n_even + n_odd})")

# ---- coincident neighbours in a product of three densities ----
u = one_particle(random_positions((6,)), [(1, 0, 0), (2, 1, 1), (1, 2, -1)])
a, b, c = u.T
strict = sum(a[i] * b[j] * c[k]
             for i, j, k in itertools.permutations(range(6), 3))
product_abc = a.sum() * b.sum() * c.sum()
corrected = (product_abc - (a * b).sum() * c.sum()
             - (a * c).sum() * b.sum() - (b * c).sum() * a.sum()
             + 2 * (a * b * c).sum())
assert abs(strict - corrected) < 1e-12
assert abs(strict - product_abc) > 1e-8


# ---- arithmetic cost measured with numbers that count operations ----
class CountedNumber:
    __slots__ = ("value",)
    operations = 0

    def __init__(self, value):
        self.value = value

    def __add__(self, other):
        CountedNumber.operations += 1
        return CountedNumber(self.value + other.value)

    def __mul__(self, other):
        CountedNumber.operations += 1
        return CountedNumber(self.value * other.value)


cost_D, cost_S, cost_order = 6, 2, 3
labels = function_labels(cost_D)
slots = [(f, z) for f in range(len(labels)) for z in range(cost_S)]
degrees = [labels[f][0] + labels[f][1] for f, z in slots]
levels = allowed_products(degrees, cost_order, cost_D)
terms = [p for level in levels for p in level]
coefficients = rng.normal(size=len(terms)) + 1j * rng.normal(size=len(terms))


def density_route(phi, coeffs, zero):
    """Neighbour j has element j mod S; returns energy, A and products."""
    A = [zero] * len(slots)
    for j, row in enumerate(phi):
        z = j % cost_S
        for f, value in enumerate(row):
            A[f * cost_S + z] = A[f * cost_S + z] + value
    B, energy = {}, zero
    for p, coeff in zip(terms, coeffs):
        B[p] = A[p[0]] if len(p) == 1 else B[p[:-1]] * A[p[-1]]
        energy = energy + coeff * B[p]
    return energy, A, B


def cluster_route(phi, coeffs, zero):
    """Explicit sum over all tuples of neighbours of matching elements."""
    energy = zero
    for p, coeff in zip(terms, coeffs):
        columns = [[row[slots[a][0]] for row in phi[slots[a][1]::cost_S]]
                   for a in p]
        for factors in itertools.product(*columns):
            value = coeff
            for factor in factors:
                value = value * factor
            energy = energy + value
    return energy


counted = [CountedNumber(x) for x in coefficients]
zero = CountedNumber(0j)
k_functions = len(labels)
kept = count_multisets(cost_S, cost_D, cost_order)[0][1:, cost_D]
assert [len(level) for level in levels] == [int(x) for x in kept]
print(f"Cost test, D={cost_D}, S={cost_S}, orders 1-{cost_order}:"
      f" k={k_functions} functions per element")
print(" products by order:", *[int(x) for x in kept],
      " total:", int(kept.sum()))
direct_cost = {}
for J in (4, 8, 16, 64):
    raw = one_particle(random_positions((J,)), labels)
    phi = [[CountedNumber(x) for x in row] for row in raw]
    CountedNumber.operations = 0
    energy = density_route(phi, counted, zero)[0].value
    dense = CountedNumber.operations
    assert dense == k_functions * J + 3 * int(kept.sum()) - int(kept[0])
    text = f" J={J:2d}: density route {dense} operations"
    if J <= 16:
        CountedNumber.operations = 0
        direct = cluster_route(phi, counted, zero).value
        direct_cost[J] = CountedNumber.operations
        assert abs(direct - energy) < 1e-9 * (1 + abs(energy))
        text += f", cluster sum {direct_cost[J]} operations"
    print(text)
growth = direct_cost[16] / direct_cost[8]
assert growth > 5
print(f" cluster-sum growth from J=8 to J=16: factor {growth:.2f}")

# ---- forces from one reverse pass that does not depend on J ----
positions = random_positions((6,))


def energy_at(r):
    return density_route(one_particle(r, labels), coefficients, 0j)[0].real


_, A, B = density_route(one_particle(positions, labels), coefficients, 0j)
adjoint = dict(zip(terms, coefficients))
w = np.zeros(len(slots), dtype=complex)
for p in reversed(terms):
    if len(p) == 1:
        w[p[0]] += adjoint[p]
    else:
        w[p[-1]] += adjoint[p] * B[p[:-1]]
        adjoint[p[:-1]] += adjoint[p] * A[p[-1]]
h = 1e-5
by_adjoint, by_energy = np.zeros((6, 3)), np.zeros((6, 3))
for j, axis in itertools.product(range(6), range(3)):
    plus, minus = positions.copy(), positions.copy()
    plus[j, axis] += h
    minus[j, axis] -= h
    slope = (one_particle(plus[j], labels)
             - one_particle(minus[j], labels)) / (2 * h)
    by_adjoint[j, axis] = np.sum(w[j % cost_S::cost_S] * slope).real
    by_energy[j, axis] = (energy_at(plus) - energy_at(minus)) / (2 * h)
gradient_error = (np.max(np.abs(by_adjoint - by_energy))
                  / np.max(np.abs(by_energy)))
assert gradient_error < 1e-6
print(f"Largest relative gradient difference: {gradient_error:.1e}")

# ---- worked tables ----
table_D = 12
print(f"Counts at D={table_D}, orders 1 to 5 (body orders 2 to 6),"
      " one central element:")
tables = {}
for S in (1, 2, 4, 8):
    products, invariants, _ = count_multisets(S, table_D, 5)
    inv = [int(x) for x in invariants[1:, table_D]]
    tables[S] = inv
    print(f" S={S} products:  ", *[int(x) for x in products[1:, table_D]])
    print(f" S={S} invariants:", *inv)
    print(f" S={S} parameters for all central elements: {S * sum(inv)}")
print("Invariant ratio S=8 to S=4, orders 1 to 5:",
      *[f"{x / y:.2f}" for x, y in zip(tables[8], tables[4])])
for order in (2, 3, 4):
    law = (invariant_constant(order) / factorial(order)
           * 8**order * table_D**(3 * order - 3))
    print(f" order {order}, S=8: leading law {law:.0f},"
          f" exact/law {tables[8][order - 1] / law:.3f}")
short = count_multisets(2, 6, 7)[1][1:, 6]
assert short[5] == comb(2 + 6 - 1, 6) and short[6] == 0
print("Invariants at D=6, S=2, orders 1 to 7:", *[int(x) for x in short])
print("all assertions hold")
```

Running it gives:

```
Large-degree constants a in invariants = a S^order D^(3 order-3):
 order 2: a = 4.16667e-02; ordered count/law at D=80: 1.0186, extrapolated: 1.0000
 order 3: a = 2.89352e-05; ordered count/law at D=80: 1.1562, extrapolated: 0.9997
 order 4: a = 1.43528e-08; ordered count/law at D=80: 1.0748, extrapolated: 1.0052
Excess of 3! x unordered over ordered invariants, order 3, S=1:
 D=15: 0.1659, D=30: 0.0444
Rank test, order 3, D=7, S=2: 2310 products
 rank with inversion 126 (count 126), rotations only 128 (count 128)
Cost test, D=6, S=2, orders 1-3: k=91 functions per element
 products by order: 182 826 658  total: 1666
 J= 4: density route 5180 operations, cluster sum 31696 operations
 J= 8: density route 5544 operations, cluster sum 209552 operations
 J=16: density route 6272 operations, cluster sum 1509088 operations
 J=64: density route 10640 operations
 cluster-sum growth from J=8 to J=16: factor 7.20
Largest relative gradient difference: 1.1e-10
Counts at D=12, orders 1 to 5 (body orders 2 to 6), one central element:
 S=1 products:   650 10556 28135 24697 11409
 S=1 invariants: 12 91 244 290 189
 S=1 parameters for all central elements: 826
 S=2 products:   1300 42133 219770 351478 256572
 S=2 invariants: 24 343 1756 3626 3664
 S=2 parameters for all central elements: 18826
 S=4 products:   2600 168350 1737040 5289386 6749724
 S=4 invariants: 48 1330 13288 51010 88792
 S=4 parameters for all central elements: 617872
 S=8 products:   5200 673036 13812080 82016012 194694632
 S=8 invariants: 96 5236 103312 764284 2453136
 S=8 parameters for all central elements: 26608512
Invariant ratio S=8 to S=4, orders 1 to 5: 2.00 3.94 7.77 14.98 27.63
 order 2, S=8: leading law 4608, exact/law 1.136
 order 3, S=8: leading law 44237, exact/law 2.335
 order 4, S=8: leading law 303338, exact/law 2.520
Invariants at D=6, S=2, orders 1 to 7: 12 50 60 39 16 7 0
all assertions hold
```
